\section*{Sequential and Fixed-Duration Tests of an Exponential Failure Rate}

\section{Definitions and conventions}

Devices fail independently with a constant hazard \(\lambda\), so each lifetime is exponential. Let \(T\) be the accumulated device-hours, counting each device until it fails, and \(N(T)\) the number of failures so far. Failure times are logged as they occur. A lot is good at rate \(\lambda_0\) and bad at rate \(\lambda_1>\lambda_0\). Write
\begin{equation}
r=\lambda_1/\lambda_0,\qquad \delta=\lambda_1-\lambda_0,\qquad s=\frac{\ln r}{\delta}.
\end{equation}
The risk \(\alpha\) is the probability of rejecting at \(\lambda_0\), and \(\beta\) that of accepting at \(\lambda_1\), with \(\alpha+\beta<1\). Subscripts 0 and 1 on probabilities \(P\) and means \(E\) name the true rate.

If \(n\) devices are running, the chance of a failure in clock time \(dt\) is \(\lambda n\,dt=\lambda\,dT\), whatever happened before. Failures therefore form a Poisson process of rate \(\lambda\) in \(T\). This holds with replacement of failed devices, and without it as long as some survive.

\section{What the fixed test wastes}

The simplest scheme runs to a preset \(T_F\) and accepts if \(N(T_F)\le c\). Its risks follow from
\begin{equation}
P_\lambda[N(T_F)\le c]=\sum_{k=0}^{c}e^{-\lambda T_F}\frac{(\lambda T_F)^k}{k!}.
\end{equation}
For given \(c\), a longer test lowers \(\beta\) and raises \(\alpha\). The shortest \(T_F\) that meets the limit on \(\beta\) thus gives the smallest \(\alpha\), and one takes the smallest \(c\) for which this \(\alpha\) is also within its limit. Since \(c\) is an integer, one risk usually falls below its limit. A fair comparison must use the risks actually obtained.

The first waste is plain: after failure \(c+1\) the lot will be rejected, yet the test runs on. Stopping there changes no decision. The mean time spent with exactly \(k\) failures before \(T_F\) is \(\int_0^{T_F}P[N(T)=k]\,dT\). Because \(dP[N(T)>k]/dT=\lambda P[N(T)=k]\), this equals \(P[N(T_F)>k]/\lambda\), and the early-stopped test has mean duration
\begin{equation}
E_\lambda[T]=\frac1\lambda\sum_{k=0}^{c}P_\lambda[N(T_F)>k].
\end{equation}
This repair helps bad lots. A good lot still waits for nearly all of \(T_F\), however clean its record. To stop early on good evidence too, the evidence must be weighed while the test runs; here this is done continuously.

\section{Wald's lines and their defect}

Gaps between failures have density \(\lambda e^{-\lambda\,\mathrm{gap}}\), and the last, unfinished gap contributes its survival probability. The product is \(\lambda^Ne^{-\lambda T}\), so the log-likelihood ratio of bad to good is
\begin{equation}
Z=N\ln r-\delta T.
\end{equation}
Accept when \(Z\) falls to \(-\delta h_0\), and reject when it reaches \(\delta h_1\) or more. Division by \(\delta\) gives two lines:
\begin{equation}
\text{accept at }T=h_0+Ns,\qquad \text{reject at a failure if }Ns-T\ge h_1 .
\end{equation}
The test ends with probability one and has finite mean duration: any stretch of length \(h_0+h_1\) without a failure forces acceptance, and each such stretch has the fixed chance \(e^{-\lambda(h_0+h_1)}\) of being free of failures.

The density of a record under \(\lambda_1\) is \(e^Z\) times that under \(\lambda_0\). Between failures \(Z\) falls continuously, so at acceptance \(Z=-\delta h_0\) without overshoot. Summing over accepted records,
\begin{equation}
\beta=e^{-\delta h_0}(1-\alpha)
\quad\Longrightarrow\quad
h_0=\frac1\delta\ln\frac{1-\alpha}{\beta}.
\end{equation}
At rejection \(Z\) jumps by \(\ln r\) and may pass the line. There \(e^{-Z}\le e^{-\delta h_1}\), which gives an inequality, \(\alpha\le e^{-\delta h_1}(1-\beta)\). Wald's choice treats it as an equality: \(h_1^{W}=\delta^{-1}\ln[(1-\beta)/\alpha]\).

To see the effect, set \(A=(1-\beta)/\alpha\) and \(B=\beta/(1-\alpha)\), and let primes denote the risks really obtained with Wald's lines. Then \(\beta'=B(1-\alpha')\) and \(A\alpha'\le1-\beta'\). Eliminating \(\beta'\),
\begin{equation}
\alpha'\le\frac{1-B}{A-B}=\alpha,\qquad \beta'=B(1-\alpha')\ge\beta .
\end{equation}
The equality in the first relation follows from \(1-B=(1-\alpha-\beta)/(1-\alpha)\) and \(A-B=(1-\alpha-\beta)/[\alpha(1-\alpha)]\). Wald's lines are thus too strict on one side and slightly loose on the other. They do not give exactly the two risks asked for.

\section{Removing the overshoot error}

Keep \(h_0\) and find the \(h_1\) that gives the required \(\alpha\). This needs the acceptance probability including overshoot. Let \(y=h_1+T-Ns\) be the distance from the rejection line. It starts at \(h_1\), grows at unit rate and drops by \(s\) at each failure. Acceptance occurs at \(y=H=h_0+h_1\), rejection at \(y\le0\).

Let \(g(y)\) be the acceptance probability from \(y\). Over a short step,
\begin{equation}
g(y)=(1-\lambda\,dT)\,g(y+dT)+\lambda\,dT\,g(y-s),
\end{equation}
and the first-order terms give
\begin{equation}
g'(y)=\lambda[g(y)-g(y-s)],\quad g(y\le0)=0,\quad g(H)=1.
\end{equation}
For \(0<y<s\) the delayed term vanishes and \(g\propto e^{\lambda y}\). Later intervals are solved by
\begin{equation}
W(y)=\sum_{0\le k\le y/s}w_k(y),\qquad
w_k(y)=\frac{[-\lambda(y-ks)]^k}{k!}\,e^{\lambda(y-ks)} .
\end{equation}
Differentiating the exponential gives \(\lambda w_k(y)\), and differentiating the power gives \(-\lambda w_{k-1}(y-s)\). The sum therefore satisfies the equation. Each term with \(k\ge1\) starts from zero, so \(W\) is continuous for \(y>0\). Scaling to \(g(H)=1\) and starting at \(y=h_1\),
\begin{equation}
P_\lambda(\text{accept})=\frac{W(h_1)}{W(H)} .
\end{equation}
Setting this to \(1-\alpha\) at \(\lambda_0\) is a root search for one unknown, with \(h_1^W\) as upper end. As \(h_1\to0\) the rejection risk tends to \(1-1/W(h_0)\), so a root exists if \(\alpha\) is below this value; for very large \(r\) it may not be. The relation for \(h_0\) then supplies the required \(\beta\).

The mean remaining duration \(e(y)\) gains \(dT\) in each step, so
\begin{equation}
e'(y)=\lambda[e(y)-e(y-s)]-1,\qquad e(y\le0)=e(H)=0 .
\end{equation}
Let \(I(y)=\int_0^yW(u)\,du\). Integrating the equation for \(W\) from just above zero, where \(W=1\), gives \(W(y)-1=\lambda[I(y)-I(y-s)]\). Since \(I'=W\), the function \(-I\) solves the equation with source \(-1\). Adding a multiple of \(W\) to meet \(e(H)=0\),
\begin{equation}
E_\lambda[T]=e(h_1)=\frac{W(h_1)}{W(H)}\,I(H)-I(h_1).
\end{equation}
For the integral, put \(J_k(u)=\int_0^u(-\lambda x)^ke^{\lambda x}dx/k!\). Integration by parts gives \(J_k=(-\lambda u)^ke^{\lambda u}/(\lambda k!)+J_{k-1}\), with \(J_0=(e^{\lambda u}-1)/\lambda\). Hence
\begin{equation}
I(y)=\sum_{0\le k\le y/s}\frac1\lambda\left[e^{\lambda u_k}\sum_{j=0}^{k}\frac{(-\lambda u_k)^j}{j!}-1\right],\quad u_k=y-ks .
\end{equation}
The terms alternate in sign. For large \(\lambda H\) they cancel strongly and need extended precision.

The running algorithm is short, but its order matters:
\begin{enumerate}
\item Start with \(N=0\). If no failure comes before \(T=h_0+Ns\), accept at that time.
\item If a failure comes first, increase \(N\) by one. Reject if \(Ns-T\ge h_1\); otherwise return to step 1 with the new \(N\).
\end{enumerate}
Counting a failure before checking the acceptance time would let an event after the end of the test alter its decision.

\section{How much can be saved}

A bound shows how much room is left for any better rule. For a stopping rule of finite mean duration, \(N-\lambda T\) has mean zero at the stop (Wald's identity). Therefore
\begin{equation}
E_0[-Z]=(\delta-\lambda_0\ln r)E_0[T].
\end{equation}
The factor is \(\lambda_0(r-1-\ln r)>0\). Among accepted records the mean of \(e^Z\) under \(\lambda_0\) is \(\beta/(1-\alpha)\); among rejected ones it is \((1-\beta)/\alpha\). Jensen's inequality, \(E[-Z]\ge-\ln E[e^Z]\), applied to each group gives
\begin{equation}
E_0[T]\ge\frac{(1-\alpha)\ln\frac{1-\alpha}{\beta}+\alpha\ln\frac{\alpha}{1-\beta}}{\delta-\lambda_0\ln r}.
\end{equation}
The same argument with \(e^{-Z}\) under \(\lambda_1\) gives
\begin{equation}
E_1[T]\ge\frac{(1-\beta)\ln\frac{1-\beta}{\alpha}+\beta\ln\frac{\beta}{1-\alpha}}{\lambda_1\ln r-\delta}.
\end{equation}
For the sequential test \(Z\) is constant at acceptance, where Jensen's inequality is an equality. Its excess over the bound comes from the spread of \(Z\) at rejection.

The limit \(r\to1\) at fixed risks shows where the saving grows and where it fails. Many failures are then needed, jumps are small, and \(Z\) is Gaussian to leading order. Its variance is \(v=\delta^2T/\lambda_0\), and its mean is \(-v/2\) for a good lot and \(+v/2\) for a bad one. Take \(\alpha=\beta=\varepsilon\) and \(a=\ln[(1-\varepsilon)/\varepsilon]\). A fixed test deciding by the sign of \(Z\) has \(\varepsilon=\Phi(-\sqrt{v_F}/2)\), where \(\Phi\) is the normal distribution function. With \(\Phi(-z)=\varepsilon\), this gives \(v_F=4z^2\). The sequential test stops at \(Z=\pm a\), so at either design rate \(E[v]/2=(1-2\varepsilon)a\). At the intermediate rate where \(Z\) has no drift, \(Z^2-v\) has mean zero and \(E[v]=a^2\). The ratios to the fixed duration are
\begin{equation}
\frac{(1-2\varepsilon)a}{2z^2}\to\frac14,\qquad
\frac{a^2}{4z^2}\sim\frac{\ln(1/\varepsilon)}8\qquad(\varepsilon\to0),
\end{equation}
because \(z^2\sim2\ln(1/\varepsilon)\). For \(r\to1\), the mean at the design rates thus tends to a quarter of the fixed duration, but slowly: the first ratio is 0.49 at \(\varepsilon=0.05\), 0.36 at \(10^{-3}\) and 0.31 at \(10^{-6}\). The second ratio exceeds one for \(\varepsilon\) below about 0.008, where a lot in between takes longer on average than the fixed test. For \(r\) well above one the limiting ratios differ from \(1/4\).

\section{A gate-oxide example}

Take defect-related breakdown of a silicon gate oxide, with 10 FIT as good and 30 FIT as bad at use; one FIT is one failure in \(10^9\) device-hours. With 3000 devices stressed at 398.15 K and 5 MV/cm, against use at 328.15 K and 4 MV/cm, the assumed acceleration is
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac1{\Theta_u}-\frac1{\Theta_s}\right)\right]e^{\gamma(F_s-F_u)}
=6.457\times33.12\approx213.8 .
\end{equation}
Here \(\Theta\) is temperature, \(F\) is field, and subscripts \(u,s\) mean use and stress. The values \(E_a=0.30\) eV and \(\gamma=3.5\) cm/MV are assumed for illustration; for a real product they must be measured for the oxide and the defects concerned. The product form also takes \(E_a\) as independent of field and \(\gamma\) as independent of temperature. If instead \(\gamma\propto1/\Theta\), as in the thermochemical model, the form holds for \(E_a\) at the use field with \(\gamma\) at the stress temperature; with both measured at stress conditions the acceleration would be about 2.1 times larger. The stress rates are \(\lambda_0=2.138\times10^{-6}\) and \(\lambda_1=6.415\times10^{-6}\) per device-hour.

With both risks limited to 0.05, the fixed test has \(c=9\) and \(T_F=2.448\) million device-hours, or 816 h with all sockets running. Its actual risks are \(\alpha=0.0412\) and \(\beta=0.0500\), and these define the sequential test. In million device-hours,
\begin{equation}
h_0=\frac{\ln(0.9588/0.0500)}{4.277}=0.691,\qquad
s=\frac{1.0986}{4.277}=0.257,
\end{equation}
and the root search gives \(h_1=0.649\), against Wald's 0.734. Wald's lines would give risks 0.0286 and 0.0507, and mean durations of 1.437 (good) and 1.158 (bad).

The mean durations at matched risks, in million device-hours, are:
\begin{center}
\begin{tabular}{lccc}
 & 10 FIT & 17.24 FIT & 30 FIT\\
Sequential & 1.403 & 1.997 & 1.035\\
Fixed, early stop & 2.434 & 2.235 & 1.544\\
Fixed, full & 2.448 & 2.448 & 2.448
\end{tabular}
\end{center}
The sequential test saves 43\% for a good lot and 58\% for a bad one against the full fixed test. Against the early-stopped version the savings are 42\% and 33\%, so much of the apparent gain on bad lots needs no sequential theory. In clock time the two sequential means are about 468 h and 345 h on 3000 sockets. The lower bounds are 1.402 and 1.023: another rule with these risks could shorten the means by at most about 0.05\% and 1.1\%.

The middle column is the largest sequential mean between the two design rates, 82\% of \(T_F\). Single runs can be longer than the fixed test: the chance of passing \(T_F\) is 0.114 for a good lot and 0.067 for a bad one. Forcing a decision at some time can change the outcome only of runs still open then. At \(2T_F\) this alters \(\alpha\) by at most 0.0051 and \(\beta\) by at most 0.0036.

One simulated bad lot shows the rule at work. Its failures came at 0.055, 0.188, 0.296, 0.487 and 0.627 million device-hours. Rejection is impossible before the third failure, since \(2s<h_1\). From then on, rejection follows if the third failure comes by 0.121, the fourth by 0.378, or the fifth by 0.635. Here only the fifth came early enough, and the lot was rejected.

The closed formulas were compared with a direct forward sum over the permitted failure counts at 10, 18.2 and 30 FIT; acceptance probabilities and relative mean durations agreed within \(10^{-8}\). In 8000 simulated good lots the acceptance fraction, \(0.9591\pm0.0022\), agrees with 0.9588. The mean duration, \(1.374\pm0.009\), is 3.2 standard errors below 1.403, which is rare for sampling error alone. The program allows five standard errors, and the simulation was not repeated with another seed, so it is only a weak check of this mean. The forward sum is the stronger one.

\section{Where real oxides break the assumptions}

The constant hazard is the assumption to examine first. Defect-related early failures often have a falling hazard, while wear-out has a rising one. Suppose the expected count grows as \(T^\kappa\), with its value at \(T_F\) held fixed, no replacement, and negligible loss of devices. The fixed test, which uses the final count, keeps its risks. The sequential test does not: \(\kappa=0.7\) raises the rejection of good lots from 0.041 to 0.111, and \(\kappa=1.5\) raises the acceptance of bad lots from 0.050 to 0.200. The saving is bought by trusting the failure times. If the hazard shape is unknown, the fixed test is safer in this respect, but only as a test of the expected count at \(T_F\). With a changing hazard there is no single failure rate at use, and converting the result from stress to use requires the shape as well.

Errors in acceleration harm both tests. If \(\gamma\) is wrong by 0.5 cm/MV, the stress rate is wrong by a factor 1.65. When the true stress rate is higher than assumed by this factor, a good lot is accepted with probability 0.647 by the sequential test and 0.636 by the fixed one. An error of 0.05 eV in \(E_a\) gives a factor 1.36. A 2\% error in oxide thickness gives about 1.4 if it changes the stress field alone, but only \(e^{0.07}\approx1.07\) if it changes the use field in the same proportion. Intrinsic wear-out is small here if its characteristic life under stress is \(10^5\) h with Weibull shape 3, both assumed: 0.0016 failures are then expected in the full fixed test. This depends strongly on the shape, which is smaller in thinner oxides: with the same life, shape 2 gives 0.2 failures and shape 1.5 gives 2.2, against 5.2 expected from a good lot. For these parameters, hazard shape and acceleration matter far more than the remaining gap to the lower bound. The numerical output lists the decision lines and the other cases.

\section*{Numbers as computed}
\begin{verbatim}
use rates good, bad: 10, 30 FIT
devices on test: 3000
use, stress temperature: 328.15, 398.15 K
use, stress field: 4.0, 5.0 MV/cm
activation energy: 0.30 eV; field factor: 3.5 cm/MV
acceleration thermal, field, total: 6.457, 33.12, 213.8
stress rates good, bad: 2.1384e-06, 6.4151e-06 per device-h
log rate ratio: 1.09861; rate gap: 4.2767e-06 per device-h
fixed test: accept up to 9 failures
fixed duration: 2.4482 million device-h = 816.1 h on all sockets
matched risks alpha, beta: 0.04118, 0.05000
h_acc, slope: 0.6906, 0.2569 million device-h
h_rej exact, Wald: 0.6493, 0.7339 million device-h
Wald-line risks alpha, beta: 0.02857, 0.05066
Wald-line means good, bad: 1.4372, 1.1579 million device-h
failures 0: accept at 0.6906, reject up to none million device-h
failures 1: accept at 0.9475, reject up to none million device-h
failures 2: accept at 1.2044, reject up to none million device-h
failures 3: accept at 1.4613, reject up to 0.1214 million device-h
failures 4: accept at 1.7182, reject up to 0.3783 million device-h
failures 5: accept at 1.9751, reject up to 0.6351 million device-h
failures 6: accept at 2.2319, reject up to 0.8920 million device-h
good: sequential mean 1.4030, early-stopped fixed 2.4338, lower bound 1.4023 million device-h
good: saving against full fixed 42.7, early-stopped fixed 42.4 percent
good: mean failures at sequential stop 3.000
bad: sequential mean 1.0346, early-stopped fixed 1.5440, lower bound 1.0227 million device-h
bad: saving against full fixed 57.7, early-stopped fixed 33.0 percent
bad: mean failures at sequential stop 6.637
peak mean at 17.24 FIT: 1.9966 million device-h, 0.8156 of fixed
early-stopped fixed mean at peak: 2.2354 million device-h
middle rate 1/slope at use: 18.20 FIT
good: chance of running past 1, 2 fixed durations: 0.11435, 0.005104
middle: chance of running past 1, 2 fixed durations: 0.28326, 0.058069
bad: chance of running past 1, 2 fixed durations: 0.06739, 0.003571
good, 8000 simulations: acceptance 0.9591 +/- 0.0022, mean 1.3738 +/- 0.0090 million device-h
middle, 8000 simulations: acceptance 0.5200 +/- 0.0056, mean 2.0049 +/- 0.0182 million device-h
bad, 8000 simulations: acceptance 0.0494 +/- 0.0024, mean 1.0419 +/- 0.0095 million device-h
good sample log: failures at none million device-h
good sample decision: accept at 0.6906 million device-h
bad sample log: failures at 0.0550, 0.1877, 0.2963, 0.4866, 0.6274 million device-h
bad sample decision: reject at 0.6274 million device-h
hazard shape 0.7: good rejected 0.1113, bad accepted 0.0378
hazard shape 1.5: good rejected 0.0311, bad accepted 0.2003
activation energy off by 0.05 eV: rate factor 1.365; good accepted if rate high 0.8323 (fixed 0.8156); bad accepted if rate low 0.2662 (fixed 0.2879)
field factor off by 0.5 cm/MV: rate factor 1.649; good accepted if rate high 0.6467 (fixed 0.6359); bad accepted if rate low 0.5162 (fixed 0.5185)
oxide thickness off by 2 percent: rate factor 1.419; good accepted if rate high 0.8021 (fixed 0.7845); bad accepted if rate low 0.3131 (fixed 0.3333)
intrinsic wear-out, life 100000 h, shape 3.0: 1.630e-03 expected failures in fixed test
\end{verbatim}
